# Nearest-image distance in fcc-shaped and simple-cubic supercells at equal volume: a program that tests the result

```python
"""
Result under test: at equal cell volume V, the nearest-image distance d of an
fcc-shaped supercell is 2**(1/6) times that of a simple-cubic (sc) supercell.
d is the length of the shortest nonzero supercell translation.
Also tested: the two exact shapes never share a volume in one fcc crystal
(searched up to 32 atoms), and the interaction of two elastic force dipoles
scales as distance**(-3). Lengths are in angstrom.
"""
import itertools
import numpy as np
import sympy as sp

FCC_BASIS = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])


def nearest_images(cell):
    """Shortest translation and its multiplicity, by complete enumeration."""
    bound = np.linalg.norm(cell, axis=1).min()
    # Coefficients of any translation no longer than bound obey these limits.
    limits = np.ceil(bound * np.linalg.norm(np.linalg.inv(cell), axis=0))
    ranges = [range(-int(m), int(m) + 1) for m in limits]
    coefficients = np.array(list(itertools.product(*ranges)))
    coefficients = coefficients[np.any(coefficients != 0, axis=1)]
    lengths = np.linalg.norm(coefficients @ cell, axis=1)
    shortest = lengths.min()
    return shortest, int(np.sum(lengths < shortest * (1 + 1e-9)))


def volume(cell):
    return abs(np.linalg.det(cell))


# Model crystal and supercells
a = 4.0
n_cubic = 5
primitive = 0.5 * a * FCC_BASIS
atom_volume = volume(primitive)
sc_cell = n_cubic * a * np.eye(3)
V_sc = volume(sc_cell)
d_sc, count_sc = nearest_images(sc_cell)
c_equal = (4 * V_sc) ** (1 / 3)
fcc_cell = 0.5 * c_equal * FCC_BASIS
V_fcc = volume(fcc_cell)
d_fcc, count_fcc = nearest_images(fcc_cell)
ratio = d_fcc / d_sc

assert abs(V_fcc / V_sc - 1) < 1e-12
assert abs(d_sc / V_sc ** (1 / 3) - 1) < 1e-12
assert abs(d_fcc - c_equal / np.sqrt(2)) < 1e-10
assert abs(ratio - 2 ** (1 / 6)) < 1e-12
assert (count_sc, count_fcc) == (6, 12)

# A skewed basis of the same lattice must give the same answer.
skew = np.array([[1, 2, 0], [0, 1, 1], [0, 0, 1]])
d_skew, count_skew = nearest_images(skew @ fcc_cell)
assert abs(d_skew - d_fcc) < 1e-9 and count_skew == count_fcc

# Parity of squared lengths in the fcc lattice, in units of (edge/2)**2
host_coeff = np.array([n for n in itertools.product(range(-4, 5), repeat=3)
                       if any(n)])
host_xyz = host_coeff @ FCC_BASIS
host_norm = np.sum(host_xyz ** 2, axis=1)
assert np.all(host_norm % 2 == 0) and host_norm.min() == 2

# Search all sublattices of the fcc crystal with up to max_atoms atoms.
# In units of half the cubic edge, a cell of N atoms has volume 2*N.
max_atoms = 32
keep = host_norm <= 20  # covers both shapes up to max_atoms
host_coeff, host_xyz, host_norm = (
    host_coeff[keep], host_xyz[keep], host_norm[keep])
sc_sizes, fcc_sizes = set(), set()
searched = 0
for N in range(1, max_atoms + 1):
    for p in (i for i in range(1, N + 1) if N % i == 0):
        for r in (i for i in range(1, N // p + 1) if (N // p) % i == 0):
            u = N // (p * r)
            for q, s, t in itertools.product(range(p), range(p), range(r)):
                searched += 1
                # N times the inverse of [[p,0,0],[q,r,0],[s,t,u]]
                adjugate = np.array([[r * u, 0, 0],
                                     [-q * u, p * u, 0],
                                     [q * t - r * s, -p * t, p * r]])
                member = np.all((host_coeff @ adjugate) % N == 0, axis=1)
                if not member.any():
                    continue
                norms = host_norm[member]
                k = int(norms.min())
                vectors = host_xyz[member][norms == k]
                if k ** 3 == 2 * (2 * N) ** 2 and len(vectors) == 12:
                    fcc_sizes.add(N)
                if k ** 3 == (2 * N) ** 2 and len(vectors) == 6:
                    dots = np.abs(vectors @ vectors.T)
                    if np.all((dots == 0) | (dots == k)):
                        sc_sizes.add(N)
assert sc_sizes and fcc_sizes
assert sc_sizes.isdisjoint(fcc_sizes)
assert sc_sizes == {4 * n ** 3 for n in (1, 2)}
assert fcc_sizes == {m ** 3 for m in (1, 2, 3)}

# Realizable fcc-shaped supercells: m x m x m primitive cells
realizable = []
for m in (8, 7):
    cell = m * primitive
    d, _ = nearest_images(cell)
    V = volume(cell)
    corrected = (d / V ** (1 / 3)) / (d_sc / V_sc ** (1 / 3))
    assert abs(corrected - ratio) < 1e-10
    realizable.append((m, round(V / atom_volume), V, d, d / d_sc, corrected))

# Volume needed by an fcc shape with the same image distance as the sc cell
same_d_cell = fcc_cell * d_sc / d_fcc
V_same_d = volume(same_d_cell)
assert abs(V_same_d / V_sc - 1 / np.sqrt(2)) < 1e-12

# Displacement of an isotropic medium under a point force along z,
# up to a constant factor; nu is Poisson's ratio.
x, y, z = coords = sp.symbols("x y z", real=True)
nu = sp.Rational(3, 10)
radius = sp.sqrt(x ** 2 + y ** 2 + z ** 2)
field = [X * z / radius ** 3 for X in coords]
field[2] += (3 - 4 * nu) / radius
divergence = sum(sp.diff(f, X) for f, X in zip(field, coords))
for point in ((1, 2, 2), (2, -3, 6)):
    for f, X in zip(field, coords):
        balance = ((1 - 2 * nu) * sum(sp.diff(f, Y, 2) for Y in coords)
                   + sp.diff(divergence, X))
        assert sp.simplify(balance.subs(dict(zip(coords, point)))) == 0

# Two force dipoles, each a pair of opposite forces a small arm apart,
# aligned with their separation.
uz = sp.lambdify(coords, field[2], "math")
arm = 0.2


def dipole_pair(distance):
    return (uz(0.0, 0.0, distance + arm) + uz(0.0, 0.0, distance - arm)
            - 2 * uz(0.0, 0.0, distance))


pair_ratio = dipole_pair(d_fcc) / dipole_pair(d_sc)
# The finite arm causes relative errors of order (arm/distance)**2.
assert abs(pair_ratio - 1 / np.sqrt(2)) < 2e-4
shell_ratio = count_fcc * d_fcc ** -3 / (count_sc * d_sc ** -3)
assert abs(shell_ratio - np.sqrt(2)) < 1e-10

print(f"crystal cubic lattice parameter: {a:.1f} angstrom")
print(f"volume per atom: {atom_volume:.1f} angstrom^3")
print(f"sc supercell repeats per edge: {n_cubic}")
print(f"sc supercell atoms: {round(V_sc / atom_volume)}")
print(f"sc supercell volume: {V_sc:.1f} angstrom^3")
print(f"sc nearest-image distance: {d_sc:.3f} angstrom")
print(f"sc number of nearest images: {count_sc}")
print(f"ideal equal-volume fcc cubic edge: {c_equal:.3f} angstrom")
print(f"ideal equal-volume fcc distance: {d_fcc:.3f} angstrom")
print(f"fcc number of nearest images: {count_fcc}")
print(f"equal-volume distance ratio fcc/sc: {ratio:.6f} (no unit)")
print(f"equal-volume distance gain: {100 * (ratio - 1):.2f} percent")
print(f"equal-distance fcc volume: {V_same_d:.1f} angstrom^3")
print(f"equal-distance volume ratio fcc/sc: {V_same_d / V_sc:.4f} (no unit)")
print(f"equal-distance volume saving: {100 * (1 - V_same_d / V_sc):.1f} percent")
for m, atoms, V, d, raw, corrected in realizable:
    name = f"fcc-shaped {m}x{m}x{m}"
    print(f"{name} atoms: {atoms}")
    print(f"{name} volume: {V:.1f} angstrom^3")
    print(f"{name} distance: {d:.3f} angstrom")
    print(f"{name} raw distance ratio to sc: {raw:.4f} (no unit)")
    print(f"{name} volume-corrected ratio: {corrected:.4f} (no unit)")
print(f"sublattices searched, up to {max_atoms} atoms: {searched}")
print(f"atom counts allowing exact sc shape: {sorted(sc_sizes)}")
print(f"atom counts allowing exact fcc shape: {sorted(fcc_sizes)}")
print(f"Poisson ratio in dipole test: {float(nu):.2f} (no unit)")
print(f"force-pair arm in dipole test: {arm:.1f} angstrom")
print(f"single dipole-pair energy ratio fcc/sc: {pair_ratio:.4f} (no unit)")
print(f"first-shell sum of r^-3, ratio fcc/sc: {shell_ratio:.4f} (no unit)")
print("tests ok")
```

Running it gives:

```
crystal cubic lattice parameter: 4.0 angstrom
volume per atom: 16.0 angstrom^3
sc supercell repeats per edge: 5
sc supercell atoms: 500
sc supercell volume: 8000.0 angstrom^3
sc nearest-image distance: 20.000 angstrom
sc number of nearest images: 6
ideal equal-volume fcc cubic edge: 31.748 angstrom
ideal equal-volume fcc distance: 22.449 angstrom
fcc number of nearest images: 12
equal-volume distance ratio fcc/sc: 1.122462 (no unit)
equal-volume distance gain: 12.25 percent
equal-distance fcc volume: 5656.9 angstrom^3
equal-distance volume ratio fcc/sc: 0.7071 (no unit)
equal-distance volume saving: 29.3 percent
fcc-shaped 8x8x8 atoms: 512
fcc-shaped 8x8x8 volume: 8192.0 angstrom^3
fcc-shaped 8x8x8 distance: 22.627 angstrom
fcc-shaped 8x8x8 raw distance ratio to sc: 1.1314 (no unit)
fcc-shaped 8x8x8 volume-corrected ratio: 1.1225 (no unit)
fcc-shaped 7x7x7 atoms: 343
fcc-shaped 7x7x7 volume: 5488.0 angstrom^3
fcc-shaped 7x7x7 distance: 19.799 angstrom
fcc-shaped 7x7x7 raw distance ratio to sc: 0.9899 (no unit)
fcc-shaped 7x7x7 volume-corrected ratio: 1.1225 (no unit)
sublattices searched, up to 32 atoms: 22528
atom counts allowing exact sc shape: [4, 32]
atom counts allowing exact fcc shape: [1, 8, 27]
Poisson ratio in dipole test: 0.30 (no unit)
force-pair arm in dipole test: 0.2 angstrom
single dipole-pair energy ratio fcc/sc: 0.7071 (no unit)
first-shell sum of r^-3, ratio fcc/sc: 1.4142 (no unit)
tests ok
```
